# Exact Controlled-Z on a Boltzmann-Machine State with One Hidden Unit: test program

```python
"""
Result under test: a Boltzmann-machine state
  psi(s) = sum_{h=+-1} exp(a.s + b.h + s.W.h),   s_i = +1 for |0>, -1 for |1>,
is turned into sqrt(2) * CZ_kl psi by ONE extra hidden unit with
bias -i pi/4 and weights +i pi/4 to qubits k and l, all else unchanged.
Also tested: the set of all such units, the controlled-phase version,
the version with 0/1 hidden units, and graph states.
a: visible biases, b: hidden biases, W: weights (visible x hidden).
All quantities are dimensionless; entropies are in bits.
"""
import itertools
import numpy as np
import sympy as sp

rng = np.random.default_rng(7)
QUARTER = 1j * np.pi / 4


def configurations(n):
    return np.array(list(itertools.product((1, -1), repeat=n)), dtype=float)


def amplitudes(a, b, W):
    """Explicit sum over all hidden configurations (the definition)."""
    S, H = configurations(len(a)), configurations(len(b))
    exponent = (S @ a)[:, None] + (H @ b)[None, :] + S @ W @ H.T
    return np.exp(exponent).sum(axis=1)


def add_unit(b, W, k, l, bias, weight_k, weight_l):
    column = np.zeros((W.shape[0], 1), dtype=complex)
    column[k, 0], column[l, 0] = weight_k, weight_l
    return np.append(b, bias), np.hstack([W, column])


def operator(n, factors):
    """Kronecker product with the given one-qubit matrices, identity elsewhere."""
    result = np.eye(1)
    for i in range(n):
        result = np.kron(result, factors.get(i, np.eye(2)))
    return result


P1 = np.diag([0.0, 1.0])
X = np.array([[0.0, 1.0], [1.0, 0.0]])
Z = np.diag([1.0, -1.0])


def controlled_phase(n, k, l, phi):
    return np.eye(2**n) + (np.exp(1j * phi) - 1) * operator(n, {k: P1, l: P1})


def entropy_first_qubit(psi):
    p = np.linalg.svd((psi / np.linalg.norm(psi)).reshape(2, -1),
                      compute_uv=False)**2
    p = p[p > 1e-15]
    return abs(float(-(p * np.log2(p)).sum()))


def show(z, digits=4):
    return f"{z.real:+.{digits}f} {z.imag:+.{digits}f}i"


# --- the gate on random states, every pair of qubits
worst = 0.0
for trial in range(10):
    n, m = 4, 3
    a = rng.normal(size=n) * 0.4 + 1j * rng.normal(size=n)
    b = rng.normal(size=m) * 0.4 + 1j * rng.normal(size=m)
    W = rng.normal(size=(n, m)) * 0.4 + 1j * rng.normal(size=(n, m))
    old = amplitudes(a, b, W)
    for k, l in itertools.combinations(range(n), 2):
        new = amplitudes(a, *add_unit(b, W, k, l, -QUARTER, QUARTER, QUARTER))
        target = np.sqrt(2) * controlled_phase(n, k, l, np.pi) @ old
        worst = max(worst, np.linalg.norm(new - target) / np.linalg.norm(target))
assert worst < 1e-12
print(f"largest relative error, 60 random gate tests: {worst:.1e}")

# --- factor of the new unit on the four inputs
no_bias = np.zeros(2, dtype=complex)


def unit_factor(bias, w1, w2, visible=no_bias):
    return amplitudes(visible, np.array([bias]), np.array([[w1], [w2]]))


factor = unit_factor(-QUARTER, QUARTER, QUARTER)
print(f"pi/4 = {np.pi/4:.6f}, sqrt(2) = {np.sqrt(2):.6f}")
for label, value in zip(("00", "01", "10", "11"), factor):
    print(f"factor of new unit on |{label}>: {show(value, 6)}")

# --- real hidden parameters: positive cross-ratio, whatever the visible biases
for trial in range(200):
    r = rng.normal(size=3)
    vis = rng.normal(size=2) + 1j * rng.normal(size=2)
    f = unit_factor(r[0], r[1], r[2], vis)
    ratio = f[0] * f[3] / (f[1] * f[2])
    assert ratio.real > 0 and abs(ratio.imag) < 1e-10 * abs(ratio)
ratio = factor[0] * factor[3] / (factor[1] * factor[2])
assert abs(ratio + 1) < 1e-12
print(f"cross-ratio of new unit: {ratio.real:+.6f}")

# --- all solutions: Newton search from random complex starts
S2 = configurations(2)
design = np.hstack([np.ones((4, 1)), S2])
conditions = np.array([[1, -1, 0, 0], [1, 0, -1, 0], [1, 0, 0, 1]], dtype=float)


def obeys_rule(p, q, r):
    return (p % 2 == 1 and q % 2 == 1 and r % 2 == 1
            and (q - r) % 4 == 0 and (p + q) % 4 == 0)


found = set()
hits = 0
for start in range(500):
    x = rng.uniform(-1, 1, 3) + 1j * rng.uniform(-4, 4, 3)
    for iteration in range(80):
        theta = design @ x
        residual = conditions @ np.cosh(theta)
        jacobian = conditions @ (np.sinh(theta)[:, None] * design)
        try:
            x = x - np.linalg.solve(jacobian, residual)
        except np.linalg.LinAlgError:
            break
        if not np.all(np.isfinite(x)) or np.max(np.abs(x)) > 50:
            break
    if not np.all(np.isfinite(x)) or np.max(np.abs(x)) > 50:
        continue
    values = np.cosh(design @ x)
    if np.max(np.abs(conditions @ values)) < 1e-11 and abs(values[0]) > 1e-3:
        scaled = x / QUARTER
        integers = np.rint(scaled.real).astype(int)
        assert np.max(np.abs(scaled - integers)) < 1e-7
        assert obeys_rule(*integers)
        hits += 1
        found.add(tuple(int(v) for v in integers))
assert hits > 20 and len(found) > 5
print(f"Newton search: starts 500, nonzero solutions reached {hits}")
print(f"Newton search: distinct solutions {len(found)}, all on the lattice")

# --- converse: every odd triple, rule against actual sign pattern
odd = range(-7, 8, 2)
count = 0
for p, q, r in itertools.product(odd, repeat=3):
    f = unit_factor(p * QUARTER, q * QUARTER, r * QUARTER)
    is_gate = np.max(np.abs(f / f[0] - np.array([1, 1, 1, -1]))) < 1e-10
    assert is_gate == obeys_rule(p, q, r)
    count += is_gate
print(f"odd triples from -7 to 7: {len(odd)**3}, giving CZ: {count}")

# --- controlled phase of any angle
for phi in (0.3, np.pi / 2, 2.0, np.pi, 4.5, -1.1):
    A = np.arccosh((1 + np.exp(1j * phi)) / 2 + 0j) / 2
    f = unit_factor(-A, A, A)
    wanted = 2 * np.cosh(A) * np.diag(controlled_phase(2, 0, 1, phi))
    assert np.max(np.abs(f - wanted)) < 1e-12
    assert abs(f[0]**2 - (3 + np.exp(1j * phi))) < 1e-12
    if phi == np.pi / 2:
        print(f"controlled phase pi/2: A = {show(A, 6)}")
        print(f"controlled phase pi/2: prefactor 2cosh(A) = {show(f[0], 6)}")
    if phi == np.pi:
        assert abs(A - QUARTER) < 1e-12

# --- hidden units with values 0 and 1
x, y1, y2, t = sp.symbols("x y1 y2 t")
# x = exp(c), y = exp(u); the last polynomial demands x and the factor nonzero
basis = sp.groebner([x - x * y1, x - x * y2, 2 + x + x * y1 * y2,
                     t * x * (1 + x) - 1], t, x, y1, y2, order="lex")
assert basis.exprs == [1]
binary = []
for n1, n2 in itertools.product((0, 1), repeat=2):
    hidden_sum = sum(np.exp(h * (0.5j * np.pi - 1j * np.pi * (n1 + n2)))
                     for h in (0, 1))
    binary.append(np.exp(-QUARTER + 0.5j * np.pi * (n1 + n2)) * hidden_sum)
binary_target = np.sqrt(2) * np.diag(controlled_phase(2, 0, 1, np.pi))
assert np.max(np.abs(np.array(binary) - binary_target)) < 1e-12

# --- worked example: three qubits, two hidden units, CZ on qubits 1 and 3
a = np.array([0.1, -0.2, 0.3j])
b = np.array([0.2, -0.1j])
W = np.array([[0.3, 0.1j], [-0.2j, 0.4], [0.2, -0.3]])
print("example a:", ", ".join(show(v, 1) for v in a))
print("example b:", ", ".join(show(v, 1) for v in b))
for i in range(3):
    print(f"example W, qubit {i+1}:", ", ".join(show(v, 1) for v in W[i]))
before = amplitudes(a, b, W)
after = amplitudes(a, *add_unit(b, W, 0, 2, -QUARTER, QUARTER, QUARTER))
example_target = np.sqrt(2) * controlled_phase(3, 0, 2, np.pi) @ before
assert np.allclose(after, example_target, rtol=1e-12, atol=1e-12)
for index in range(8):
    quotient = after[index] / before[index]
    print(f"|{index:03b}> before {show(before[index])}, "
          f"after {show(after[index])}, ratio {quotient.real:+.4f}")
norm_before, norm_after = (np.vdot(v, v).real for v in (before, after))
assert abs(norm_after / norm_before - 2) < 1e-12
print(f"squared norm before {norm_before:.4f}, after {norm_after:.4f}")
print(f"entropy of qubit 1 before: {entropy_first_qubit(before):.4f} bit")
print(f"entropy of qubit 1 after: {entropy_first_qubit(after):.4f} bit")

# --- |++> becomes maximally entangled
plus_entropy = entropy_first_qubit(factor)
assert abs(plus_entropy - 1) < 1e-12
print(f"entropy made from |++>: {plus_entropy:.4f} bit")

# --- ring graph state of four qubits, one hidden unit per edge
n = 4
b_ring, W_ring = np.zeros(0, dtype=complex), np.zeros((n, 0), dtype=complex)
for i in range(n):
    b_ring, W_ring = add_unit(b_ring, W_ring, i, (i + 1) % n,
                              -QUARTER, QUARTER, QUARTER)
ring = amplitudes(np.zeros(n, dtype=complex), b_ring, W_ring)
stabilizer_error = 0.0
for i in range(n):
    K = operator(n, {i: X, (i - 1) % n: Z, (i + 1) % n: Z})
    stabilizer_error = max(stabilizer_error, np.max(np.abs(K @ ring - ring)))
assert stabilizer_error < 1e-11
assert np.allclose(np.abs(ring), 2**(n / 2), atol=1e-11)
print(f"ring of 4: hidden units {len(b_ring)}, |amplitude| {abs(ring[0]):.4f}")
print(f"ring of 4: negative amplitudes {int((ring.real < 0).sum())} of {len(ring)}")
print(f"ring of 4: largest stabilizer error {stabilizer_error:.1e}")

print("tests ok")
```

Running it gives:

```
largest relative error, 60 random gate tests: 7.1e-16
pi/4 = 0.785398, sqrt(2) = 1.414214
factor of new unit on |00>: +1.414214 +0.000000i
factor of new unit on |01>: +1.414214 +0.000000i
factor of new unit on |10>: +1.414214 +0.000000i
factor of new unit on |11>: -1.414214 +0.000000i
cross-ratio of new unit: -1.000000
Newton search: starts 500, nonzero solutions reached 184
Newton search: distinct solutions 65, all on the lattice
odd triples from -7 to 7: 512, giving CZ: 128
controlled phase pi/2: A = +0.265319 +0.559259i
controlled phase pi/2: prefactor 2cosh(A) = +1.755317 +0.284849i
example a: +0.1 +0.0i, -0.2 +0.0i, +0.0 +0.3i
example b: +0.2 +0.0i, -0.0 -0.1i
example W, qubit 1: +0.3 +0.0i, +0.0 +0.1i
example W, qubit 2: -0.0 -0.2i, +0.4 +0.0i
example W, qubit 3: +0.2 +0.0i, -0.3 +0.0i
|000> before +4.4368 +0.7986i, after +6.2745 +1.1294i, ratio +1.4142
|001> before +4.3651 -1.6380i, after +6.1732 -2.3164i, ratio +1.4142
|010> before +7.6628 +3.4395i, after +10.8368 +4.8642i, ratio +1.4142
|011> before +5.4081 -1.3293i, after +7.6482 -1.8799i, ratio +1.4142
|100> before +2.7797 +0.7383i, after +3.9311 +1.0441i, ratio +1.4142
|101> before +3.5236 -1.3380i, after -4.9831 +1.8923i, ratio -1.4142
|110> before +4.8786 +2.3093i, after +6.8993 +3.2658i, ratio +1.4142
|111> before +4.2156 -1.4854i, after -5.9617 +2.1007i, ratio -1.4142
squared norm before 215.2111, after 430.4222
entropy of qubit 1 before: 0.0337 bit
entropy of qubit 1 after: 0.8998 bit
entropy made from |++>: 1.0000 bit
ring of 4: hidden units 4, |amplitude| 4.0000
ring of 4: negative amplitudes 4 of 16
ring of 4: largest stabilizer error 1.4e-15
tests ok
```
